\section*{Kurtosis of Dopant Marker Profiles Spread by Kick-Out Diffusion}

\section{From rare kick-out events to a Gaussian profile}

Suppose that a thin buried dopant marker is annealed and its broadening is described by the diffusion equation. The diffusivity can be chosen to give the correct variance, and the predicted profile can still be badly wrong. In the example worked out below, after ten hours the concentration four standard deviations from the centre is about 11.5 times that of the Gaussian with the same variance. A diffusivity fitted to such a tail would be too large, and one fitted to the sharp centre too small. The diffusion equation assumes that each atom has made many independent steps, whereas here an atom has made fewer than four on average. We need a measure of how far the profile is from Gaussian, expressed through the number of steps.

\subsection{Model and conventions}

A dopant atom rests on a lattice site until a self-interstitial displaces it. These kick-out events form a Poisson process of rate $g$. The displaced atom migrates with diffusivity $D_m$ and returns to a lattice site at rate $r$, so its flight time $\tau$ has density $re^{-r\tau}$. Only the depth coordinate $x$ matters; for isotropic migration it performs one-dimensional Brownian motion with the same $D_m$. Define
\begin{equation}
\lambda^2=\frac{D_m}{r},\qquad N=gt. \label{eq:def}
\end{equation}
Migration is brief: $g\ll r$ and $rt\gg1$. Flights are then completed almost at once, and $N$ is the mean number of flights per atom in the anneal time $t$. Atoms are independent, the crystal is unbounded and uniform, and at first all atoms lie in the plane $x=0$.

The profile is symmetric. With $\mu_n=\langle x^n\rangle$, averaged over all atoms including those that never moved, the excess kurtosis is
\begin{equation}
\gamma=\frac{\mu_4}{\mu_2^2}-3 . \label{eq:gamma}
\end{equation}
It vanishes for a Gaussian.

\subsection{The displacement in one flight}

For a given $\tau$ the displacement is Gaussian with variance $2D_m\tau$, and its Fourier average is $\langle e^{ikx}\rangle=e^{-D_mk^2\tau}$. Averaging over the flight time gives
\begin{equation}
\chi(k)=\int_0^\infty re^{-r\tau}e^{-D_mk^2\tau}\,d\tau
=\frac{r}{r+D_mk^2}=\frac1{1+\lambda^2k^2}. \label{eq:chi}
\end{equation}
This is the transform of the two-sided exponential density $e^{-|x|/\lambda}/(2\lambda)$, because
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{ikx-|x|/\lambda}}{2\lambda}\,dx
=\frac12\left[\frac1{1-ik\lambda}+\frac1{1+ik\lambda}\right]
=\frac1{1+\lambda^2k^2}. \label{eq:laplace}
\end{equation}
``Exponential displacement'' means this symmetric law. Its even moments are $\langle x^{2m}\rangle=\lambda^{-1}\int_0^\infty x^{2m}e^{-x/\lambda}dx=(2m)!\,\lambda^{2m}$, so the second is $2\lambda^2$ and the fourth $24\lambda^4$.

\subsection{The sum over flights}

After $n$ independent flights the transform is $\chi^n$. Weighting with the Poisson probabilities,
\begin{equation}
F(k)=\sum_{n=0}^\infty e^{-N}\frac{N^n}{n!}\chi^n
=e^{N(\chi-1)} . \label{eq:F}
\end{equation}
For small $k$ we expand the geometric form of $\chi$:
\begin{equation}
\ln F=N\left(-\lambda^2k^2+\lambda^4k^4-\dots\right). \label{eq:lnF}
\end{equation}
The same logarithm in terms of the moments follows from $F=1-\mu_2k^2/2+\mu_4k^4/24-\dots$ and $\ln(1+y)=y-y^2/2+\dots$:
\begin{equation}
\ln F=-\frac{\mu_2}{2}k^2+\left(\frac{\mu_4}{24}-\frac{\mu_2^2}{8}\right)k^4+\dots
=-\frac{\kappa_2}{2}k^2+\frac{\kappa_4}{24}k^4+\dots, \label{eq:cum}
\end{equation}
with the cumulants $\kappa_2=\mu_2$ and $\kappa_4=\mu_4-3\mu_2^2$. Comparing \eqref{eq:lnF} with \eqref{eq:cum},
\begin{equation}
\kappa_2=2N\lambda^2,\qquad \kappa_4=24N\lambda^4 . \label{eq:k24}
\end{equation}
By \eqref{eq:gamma}, $\gamma=\kappa_4/\kappa_2^2$, and therefore
\begin{equation}
\boxed{\;\gamma=\frac{24N\lambda^4}{4N^2\lambda^4}=\frac{6}{gt}\;} \label{eq:main}
\end{equation}
The length $\lambda$ has cancelled: the kurtosis counts events, while the variance $2g\lambda^2t$ contains only the effective diffusivity $D=g\lambda^2$. For $N\to0$ the kurtosis diverges because a small fraction $N$ of the atoms carries all the spread. For large $N$ it falls as $1/t$; reaching $\gamma=0.1$ takes 60 events per atom.

\subsection{Why the number is six}

Let $T$ be the total time for which an atom has been mobile. At fixed $T$ its displacement is Gaussian with variance $2D_mT$ and fourth moment $3(2D_mT)^2$. Averaging over $T$,
\begin{equation}
\gamma=\frac{12D_m^2\langle T^2\rangle}{4D_m^2\langle T\rangle^2}-3
=3\,\frac{\operatorname{Var}T}{\langle T\rangle^2}. \label{eq:T}
\end{equation}
The excess kurtosis thus measures how unequally mobile time is shared among the atoms. The flight time has mean $1/r$ and variance $1/r^2$. For a Poisson number of flights, $\langle T\rangle=N/r$. The variance has two parts: $N/r^2$ from the unequal lengths of the flights and $N/r^2$ from their unequal number. Hence $\operatorname{Var}T/\langle T\rangle^2=2/N$, and \eqref{eq:T} returns \eqref{eq:main}. Half of the six comes from each source.

\subsection{Migration that is not brief}

Equation \eqref{eq:T} holds for any $g/r$, so it also gives the error of the brief-migration limit. Let $S$ and $M$ be the Fourier amplitudes of resting and mobile atoms, and $p=D_mk^2$. Then
\begin{equation}
\dot S=-gS+rM,\qquad \dot M=gS-(r+p)M, \label{eq:rate}
\end{equation}
with $S(0)=1$, $M(0)=0$, and $S+M=\langle e^{-pT}\rangle$. A Laplace transform with variable $\omega$ turns these into $(\omega+g)\tilde S-r\tilde M=1$ and $(\omega+r+p)\tilde M=g\tilde S$. Solving, with $a=g+r$,
\begin{equation}
\tilde S+\tilde M=\frac{\omega+a+p}{\Delta},\qquad
\Delta=\omega(\omega+a)+p(\omega+g). \label{eq:lap}
\end{equation}
Since $\Delta-\omega(\omega+a+p)=gp$, this equals $1/\omega-gp/(\omega\Delta)$. Expanding $1/\Delta$ to first order in $p$ and comparing with $\langle e^{-pT}\rangle=1-p\langle T\rangle+p^2\langle T^2\rangle/2-\dots$ gives the transforms
\begin{equation}
\langle T\rangle\to\frac{g}{\omega^2(\omega+a)},\qquad
\tfrac12\langle T^2\rangle\to\frac{g(\omega+g)}{\omega^3(\omega+a)^2}. \label{eq:Tlap}
\end{equation}
The pole at $\omega=-a$ yields terms containing the factor $e^{-at}$, which we drop for $at\gg1$. The pole at $\omega=0$ follows from expanding in $\omega$ and using $\omega^{-n-1}\to t^n/n!$:
\begin{align}
\langle T\rangle&=\frac ga\left(t-\frac1a\right), \label{eq:T1}\\
\langle T^2\rangle&=\frac{g^2}{a^2}\left[t^2+2t\left(\frac1g-\frac2a\right)+\frac6{a^2}-\frac4{ga}\right]. \label{eq:T2}
\end{align}
Subtracting the square of \eqref{eq:T1} from \eqref{eq:T2} and inserting the result in \eqref{eq:T},
\begin{equation}
\gamma=3\,\frac{2t(1/g-1/a)-4/(ga)+5/a^2}{(t-1/a)^2}. \label{eq:slow}
\end{equation}
Now let $\epsilon=g/r$ be small compared with both 1 and $N^2$; the second condition keeps the neglected relative term $\epsilon^2/N^2$ below the correction $\epsilon$. To first order $1/a=\epsilon/g$, and
\begin{equation}
\gamma\simeq\frac6N\left(1-\epsilon-\frac{2\epsilon}N\right)\left(1+\frac{2\epsilon}N\right)
\simeq\frac6{gt}\left(1-\frac gr\right). \label{eq:first}
\end{equation}
The terms in $\epsilon/N$ cancel. At long times and any $g/r$, \eqref{eq:slow} tends to $(6/gt)\,r/(g+r)$. For $g/r=1/3$ and $N=20$, numerical moments of \eqref{eq:rate} give $\gamma=0.225$, as does \eqref{eq:slow}, while $6/N=0.300$.

\subsection{The profile itself}

Equation \eqref{eq:F} describes an unmoved spike and a spread part,
\begin{equation}
P(x)=e^{-N}\delta(x)+\frac1\lambda\sum_{n\ge1}e^{-N}\frac{N^n}{n!}\,p_n(u),
\qquad u=\frac{|x|}\lambda, \label{eq:P}
\end{equation}
where $p_n$ has the transform $(1+k^2)^{-n}$ in units of $\lambda$. We have $p_1=e^{-u}/2$. Convolving $p_1$ with itself gives $p_2=\frac14\left(ue^{-u}+e^{-u}\right)$: the first term comes from intermediate points between start and end, the second from those outside. For the others, multiplication by $u^2$ corresponds to $-d^2/dk^2$. Differentiating twice and writing $k^2=(1+k^2)-1$,
\begin{equation}
-\frac{d^2}{dk^2}\frac1{(1+k^2)^{n-1}}
=\frac{4n(n-1)}{(1+k^2)^{n+1}}-\frac{2(n-1)(2n-1)}{(1+k^2)^n}. \label{eq:diff}
\end{equation}
Solving for the term with power $n+1$ gives, for $n\ge2$,
\begin{equation}
p_{n+1}=\frac{u^2}{4n(n-1)}\,p_{n-1}+\frac{2n-1}{2n}\,p_n . \label{eq:rec}
\end{equation}
All terms are positive, so the sum is numerically stable. The profiles in the example are computed from it.

\subsection{Approach to the Gaussian in the core}

Let $\sigma^2=2N\lambda^2$, $z=x/\sigma$ and $q=k\sigma$, so that $\lambda^2k^2=q^2/(2N)$. Equation \eqref{eq:lnF} becomes
\begin{equation}
\ln F=-\frac{q^2}2+\frac{q^4}{4N}+O(N^{-2}),\qquad
F=e^{-q^2/2}\left[1+\frac{q^4}{4N}+O(N^{-2})\right]. \label{eq:edge}
\end{equation}
The factor $e^{-q^2/2}$ belongs to the density $\phi(z)=e^{-z^2/2}/\sqrt{2\pi}$, and multiplication by $q^4$ corresponds to four derivatives. Successively, $\phi'=-z\phi$, $\phi''=(z^2-1)\phi$, $\phi'''=(3z-z^3)\phi$ and $\phi''''=(z^4-6z^2+3)\phi$. Away from the exponentially small spike,
\begin{equation}
\frac{\sigma P}{\phi}=1+\frac{\gamma}{24}\left(z^4-6z^2+3\right)+O(N^{-2}),
\qquad \frac\gamma{24}=\frac1{4N}. \label{eq:core}
\end{equation}
The centre is higher than the Gaussian by the relative amount $\gamma/8=3/(4N)$, the flanks near $z=\pm\sqrt3$ are lower, and the tails are higher. The expansion is controlled for $N\gg1$ and $z^4\ll4N$. The Gaussian region, measured in standard deviations, therefore widens only as $N^{1/4}$.

\subsection{The far tail stays exponential}

A small $\gamma$ says nothing about the far tail. To find it, invert \eqref{eq:F} by steepest descent. With $k=-i\theta/\lambda$, the exponent of $e^{-ikx}F$ for $x>0$ is
\begin{equation}
f(\theta)=-\theta u+\frac{N\theta^2}{1-\theta^2},\qquad
f'(\theta)=0:\quad u=\frac{2N\theta}{(1-\theta^2)^2}. \label{eq:saddle}
\end{equation}
For $u\gg N$ the solution lies near $\theta=1$; steepest descent also requires $Nu\gg1$, so that the saddle is narrow compared with its distance from the singularity at $\theta=1$. Put $\theta=1-\delta$; then $1-\theta^2\simeq2\delta$, $u\simeq N/(2\delta^2)$ and $\delta\simeq\sqrt{N/(2u)}$. Because $f$ is stationary in $\theta$, its total derivative with respect to $u$ is $-\theta$, and
\begin{equation}
-\frac{d\ln P}{d|x|}\simeq\frac1\lambda\left[1-\sqrt{\frac{N\lambda}{2|x|}}\,\right]. \label{eq:tail}
\end{equation}
At fixed $N$ the decay length tends to $\lambda$, however large $N$ is. The approach is slow: the bracket reaches 0.9 only at $|x|=50N\lambda$. At four standard deviations the local decay length of a thin marker is still $1.5\lambda$ for $N=3.6$ and $2.7\lambda$ for $N=36$, so the slope of a measured tail does not give $\lambda$ directly. The prefactor $[f'']^{-1/2}$ varies as $u^{-3/4}$, since $f''\simeq N/\delta^3$, and adds $3/(4u)$ to the bracket. For $N=1$ and $u=600$ the bracket is 0.9711, or 0.9724 with this addition; the sum \eqref{eq:P} also gives 0.9724.

\subsection{A marker of finite width}

Let the initial marker be Gaussian with variance $s^2$. Its position and the later displacement are independent, so their transforms multiply and their cumulants add. The Gaussian contributes $s^2$ to $\kappa_2$ and nothing to $\kappa_4$:
\begin{equation}
\gamma=\frac{24N\lambda^4}{(s^2+2N\lambda^2)^2}
=\frac6N\left(1+\frac{s^2}{2N\lambda^2}\right)^{-2}. \label{eq:finite}
\end{equation}
With $v=2N\lambda^2$ this is $12\lambda^2v/(s^2+v)^2$. Its derivative has the sign of $(s^2+v)-2v$, so $\gamma$ rises from zero to a maximum at $v=s^2$, that is, at $N=s^2/(2\lambda^2)$, where $\gamma=3\lambda^2/s^2$. Only later, for $2N\lambda^2\gg s^2$, does it approach $6/N$.

A profile measured before and after the anneal yields both parameters. With the variance growth $\Delta\kappa_2=2N\lambda^2$ and $\kappa_4=24N\lambda^4$,
\begin{equation}
\lambda^2=\frac{\kappa_4}{12\,\Delta\kappa_2},\qquad
N=\frac{6(\Delta\kappa_2)^2}{\kappa_4}. \label{eq:inv}
\end{equation}
If the initial profile is not Gaussian, its own fourth cumulant must first be subtracted from $\kappa_4$.

\subsection{Varying rate and repeated kick-out}

If $g$ changes during the anneal, the number of independent events is still Poisson distributed, with mean $N=\int_0^tg(t')\,dt'$. As long as $\lambda$ stays constant, \eqref{eq:main} becomes $\gamma=6/N$. In a temperature ramp $\lambda$ generally changes too. The cumulants \eqref{eq:k24} of the successive stages then add, $\lambda$ no longer cancels, and $\gamma$ exceeds $6/N$.

Events may also be correlated. Returning to a site releases a self-interstitial nearby, which may kick the same atom out again. Let this happen at once with probability $q_r$ after each flight. A cluster then has $n$ flights with probability $(1-q_r)q_r^{n-1}$, and its transform is
\begin{equation}
\sum_{n\ge1}(1-q_r)q_r^{n-1}\chi^n=\frac{(1-q_r)\chi}{1-q_r\chi}
=\frac1{1+\lambda^2k^2/(1-q_r)}. \label{eq:cluster}
\end{equation}
This is again a two-sided exponential, with the longer length $\lambda/\sqrt{1-q_r}$. The profile cannot reveal the repeats: $g$ in \eqref{eq:main} is the rate of independent clusters. Since there are $1/(1-q_r)$ flights per cluster, $\gamma$ exceeds six divided by the mean number of all flights by the factor $1/(1-q_r)$.

\subsection{Worked example}

Take $g=10^{-4}\ \mathrm{s^{-1}}$, $\lambda=6$ nm and $s=3$ nm, so that $D=g\lambda^2=3.6\times10^{-17}\ \mathrm{cm^2/s}$. After 10 h, $N=10^{-4}\times36\,000=3.6$. The variance grows by $2\times3.6\times36=259\ \mathrm{nm^2}$, and the standard deviation is $\sqrt{9+259}=16.4$ nm. From \eqref{eq:finite}, $\gamma=(6/3.6)/(1+9/259)^2=1.56$. The other times follow likewise; ratios are to the Gaussian of equal variance.
\begin{center}
\begin{tabular}{lccc}
\hline
Anneal time & 1 h & 10 h & 100 h\\
\hline
$N$ & 0.36 & 3.6 & 36\\
Standard deviation (nm) & 5.9 & 16.4 & 51.0\\
$6/N$ & 16.7 & 1.67 & 0.167\\
$\gamma$ of this marker & 9.18 & 1.56 & 0.166\\
Ratio at centre & 1.62 & 1.37 & 1.022\\
Ratio at $4\sigma$ & 31 & 11.5 & 2.2\\
\hline
\end{tabular}
\end{center}
The kurtosis peaks at 12 after about 21 min, when $N=0.125$. At 100 h the centre agrees with $1+\gamma/8=1.021$. At 10 h this estimate gives 1.19 against 1.37: with $N=3.6$ the first-order expansion is no longer accurate. The second-order term at the centre, $105\gamma^2/1152-15\kappa_6/(720\,\kappa_2^3)$ with $\kappa_6=720N\lambda^6$, adds 0.09, half of the difference. The expansion also does not resolve the narrow spike of unmoved atoms: this fraction, $e^{-3.6}=0.027$, still has the initial width and contributes $0.027\times16.4/3=0.15$ to the ratio of 1.37. At 100 h the profile is Gaussian within about 4\% out to two standard deviations, yet the density at $4\sigma$ is still twice the Gaussian value.

Equation \eqref{eq:inv} applied to the computed 10 h profile, with $\kappa_4=1.12\times10^5\ \mathrm{nm^4}$, gives $\lambda^2=1.12\times10^5/(12\times259)=36\ \mathrm{nm^2}$ and $N=3.6$, the values put in. Real data are less kind, because the fourth moment lies largely in the tails. If only concentrations above $10^{-3}$ of the peak are kept, $\gamma$ falls from 1.56 to 1.27 at 10 h and from 0.166 to 0.113 at 100 h; a Gaussian cut in this way gives $-0.03$. Fitting the full shape \eqref{eq:P}, convolved with the initial marker and cut at the same floor, avoids this bias as long as the model describes the data.

\subsection{How far the assumptions hold in an anneal}

The parameters are rough values in the regime of boron in silicon near $800\,^\circ$C (1073 K), where boron diffuses mainly through self-interstitials. After implantation $g$ is not constant, since damage releases excess interstitials. If their concentration starts at 100 times equilibrium and the excess decays in 100 s (assumed values), $g$ being proportional to it, the extra events number $10^{-4}\times99\times100=0.99$. The 10 h kurtosis then drops from 1.56 to 1.24, and the number of extra events grows in proportion to the excess and to its decay time: a start at 1000 times equilibrium with decay in 1000 s adds about 100 events and brings $\gamma$ down to 0.058. A furnace 5 K too hot raises $g$ by about 22\% for a rough activation energy of 4 eV, which lowers $6/N$ by 18\%. An assumed repeat probability of 0.2 makes $\gamma$ 25\% larger than a count of all flights suggests. The remaining effects estimated here are smaller. For a dose of $10^{11}\ \mathrm{cm^{-2}}$ and a rough intrinsic density of $2\times10^{18}\ \mathrm{cm^{-3}}$, local neutrality puts the hole density at most 3.4\% above intrinsic, so $g$ rises by no more than this if it is proportional to the hole density. This holds only for so light a marker, for which $10^{-3}$ of the peak is $3\times10^{13}\ \mathrm{cm^{-3}}$ at 10 h and $8\times10^{12}\ \mathrm{cm^{-3}}$ at 100 h, below what depth profiling of boron usually detects. At $10^{12}\ \mathrm{cm^{-2}}$ the initial hole density at the peak is 39\% above intrinsic, and at $10^{13}\ \mathrm{cm^{-2}}$ nearly seven times intrinsic; $g$ then depends on position and time, and the model no longer applies as it stands. With the marker 300 nm deep, the part of the unbounded profile beyond the surface carries $4\times10^{-5}$ of the fourth moment at 100 h. With an assumed, cautiously low $D_m=10^{-8}\ \mathrm{cm^2/s}$, the transit correction $g/r$ is $4\times10^{-9}$. Among the effects estimated here, the interstitial supply, the temperature and the measurement floor thus change $\gamma$ far more than the assumption of brief migration does. Trapping and clustering of the dopant are not included and would need a separate estimate. The computed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
kick-out rate g = 1.0e-04 1/s; migration length = 6.0 nm
initial marker standard deviation = 3.0 nm
temperature = 1073 K
effective diffusivity g lam^2 = 3.60e-17 cm^2/s
[1 h] mean events N = 0.36; unmoved fraction = 0.698
[1 h] standard deviation = 5.91 nm
[1 h] kurtosis: ideal 6/N = 16.6667; real marker = 9.1829
[1 h] centre/Gaussian = 1.6195; first-order estimate = 2.1479
[1 h] density/Gaussian at 4 sigma = 30.7
[10 h] mean events N = 3.60; unmoved fraction = 0.0273
[10 h] standard deviation = 16.38 nm
[10 h] kurtosis: ideal 6/N = 1.6667; real marker = 1.5567
[10 h] centre/Gaussian = 1.3750; first-order estimate = 1.1946
[10 h] density/Gaussian at 4 sigma = 11.5
[100 h] mean events N = 36.00; unmoved fraction = 2.32e-16
[100 h] standard deviation = 51.00 nm
[100 h] kurtosis: ideal 6/N = 0.1667; real marker = 0.1655
[100 h] centre/Gaussian = 1.0219; first-order estimate = 1.0207
[100 h] density/Gaussian at 4 sigma = 2.16
greatest kurtosis = 12.00 at N = 0.125, t = 20.8 min
variance growth at 10 h = 259.2 nm^2; fourth cumulant = 1.12e+05 nm^4
recovered: length = 6.000 nm; N = 3.600
assumed mobile diffusivity = 1e-08 cm^2/s; return rate = 2.78e+04 1/s
transit-time correction g/r = 3.6e-09
damage: interstitial ratio 100, decay time 100 s, extra events = 0.99
10 h kurtosis with damage = 1.239
5 K hotter, activation 4.0 eV: rate g higher by 22.2 %
repeat probability 0.2: kurtosis above 6/(all flights) by 25 %
dose = 1e+11 1/cm^2; initial peak = 1.33e+17 1/cm^3; intrinsic density = 2e+18 1/cm^3
hole density above intrinsic by at most 3.4 %
marker depth = 300 nm; fraction past surface at 100 h = 9.2e-08; share of fourth moment = 4.1e-05
[10 h] kurtosis above 1e-3 of peak: marker = 1.268; Gaussian = -0.032
[100 h] kurtosis above 1e-3 of peak: marker = 0.113; Gaussian = -0.032
tail test, N = 1, |x| = 600 lengths: slope times length = 0.9724
slow-migration test, g/r = 0.333, N = 20: kurtosis = 0.2254; 6/N = 0.3000
\end{verbatim}
